# Skewness of MOS threshold shifts from random dopants

An n-channel silicon transistor has gate area $A$ and oxide capacitance per area $C_{\rm ox}$. Below the oxide lies a layer of depth $d$ containing acceptors, all ionised, at random positions. Depth $x$ is measured downwards from the silicon surface. SI-based engineering units are used, with $q>0$ the elementary charge and $\varepsilon$ the permittivity of silicon.

The acceptors are independent of each other and uniformly distributed in the layer. Their number $N$ is Poisson distributed with mean $\lambda=N_AAd$, where $N_A$ is the mean doping. In parts (a) to (c) the layer ends on a rigid conducting plane at $x=d$, an idealised, very heavily doped region. Threshold is defined by the laterally averaged surface potential reaching a fixed value $\psi_s$ above the plane. Mobile charge in the layer is neglected at that point, and no electric flux leaves through the sides.

The numerical case is a 40 nm × 40 nm gate with equivalent oxide thickness 1.2 nm, $d=15$ nm, $N_A=2\times10^{18}$ cm$^{-3}$, $\psi_s=1.0$ V and a temperature of 300 K.

## (a) How much does one dopant at depth $x_i$ shift the threshold?

**Solution.** Average Poisson's equation over the gate area. The lateral second derivatives integrate to the flux through the sides, which is zero. Each acceptor carries charge $-q$, so the averaged potential $\psi(x)$ obeys

$$\psi''(x)=\frac{q}{\varepsilon A}\sum_{i=1}^{N}\delta(x-x_i),\qquad \psi(0)=\psi_s,\quad \psi(d)=0 .$$

Let $F=-\psi'(0)$ be the averaged field at the surface, pointing into the silicon. Multiply the left side by $d-x$ and integrate by parts:

$$\int_0^d(d-x)\psi''dx=\big[(d-x)\psi'\big]_0^d+\int_0^d\psi'dx=dF-\psi_s .$$

The right side gives $(q/\varepsilon A)\sum_i(d-x_i)$. Dividing by $d$,

$$F=\frac{\psi_s}{d}+\frac{q}{\varepsilon A}\sum_i\left(1-\frac{x_i}{d}\right).$$

The displacement $\varepsilon F$ is continuous into the oxide, so the oxide drop is $\varepsilon F/C_{\rm ox}$. The gate voltage is this drop plus $\psi_s$ and the flat-band voltage, both constant. The random part of the threshold is therefore

$$S=a\sum_{i=1}^{N}u_i,\qquad u_i=1-\frac{x_i}{d},\qquad a=\frac{q}{C_{\rm ox}A}.$$

A dopant at the surface has full weight: with the averaged surface potential held fixed, the averaged field below it is unchanged, so its whole charge is balanced by charge on the gate. One next to the plane is screened by the plane and has none. The lateral position drops out, although the surface potential itself need not be uniform.

Here $C_{\rm ox}=2.878$ µF/cm² and $A=1.6\times10^{-11}$ cm², so $a=3.480$ mV. A three-dimensional discrete solution of Poisson's equation, with the oxide included and one dopant placed off centre at $x=7.5$ nm, gives 1.7399 mV. The linear weight gives $a/2=1.7399$ mV.

## (b) Find the cumulants of $S$ and its skewness.

**Solution.** At fixed $N$ the $u_i$ are independent, so $E[e^{tS}|N]=\phi(t)^N$ with $\phi(t)=E[e^{tau}]$. Averaging over the Poisson number,

$$E[e^{tS}]=\sum_{N=0}^{\infty}e^{-\lambda}\frac{\lambda^N}{N!}\phi^N=e^{\lambda(\phi-1)} .$$

The logarithm generates the cumulants $\kappa_n$, the coefficients of $t^n/n!$:

$$\ln E[e^{tS}]=\lambda\left(E[e^{tau}]-1\right)=\sum_{n\ge1}\frac{t^n}{n!}\,\lambda a^nE[u^n],
\qquad \kappa_n=\lambda a^nE[u^n].$$

Since $x$ is uniform on $(0,d)$, $u$ is uniform on $(0,1)$, and $E[u^n]=\int_0^1u^ndu=1/(n+1)$. Thus

$$\kappa_1=\frac{\lambda a}{2},\qquad \kappa_2=\frac{\lambda a^2}{3},\qquad \kappa_3=\frac{\lambda a^3}{4}.$$

The second cumulant is the variance and the third is the third central moment, so the skewness is

$$\gamma=\frac{\kappa_3}{\kappa_2^{3/2}}=\frac{\lambda a^3/4}{(\lambda/3)^{3/2}a^3}=\frac{3\sqrt3}{4}\,\frac1{\sqrt\lambda}\approx\frac{1.299}{\sqrt\lambda}.$$

The oxide thickness has cancelled: it sets the scale $a$ but not the shape. For donors under a p-channel the charge changes sign and the shift is $-a\sum u_i$. Odd cumulants then change sign, so $\gamma$ is negative with the same magnitude.

For any other depth distribution above a rigid plane, the same steps give $\gamma\sqrt\lambda=E[u^3]/E[u^2]^{3/2}$. If all dopants lie at one depth, this ratio is 1, the value for a bare Poisson number. The spread of weights in a uniform layer raises it to 1.299.

In the example $\lambda=(2\times10^{-3}\ {\rm nm^{-3}})(1600\ {\rm nm^2})(15\ {\rm nm})=48$. The mean shift is $24a=83.5$ mV and the standard deviation is $\sigma=a\sqrt{48/3}=4a=13.9$ mV. The skewness is $1.299/\sqrt{48}=0.1875$, and a numerical construction of the full distribution of $S$ gives the same value. In that distribution the probability of lying more than $3\sigma$ above the mean is $2.6\times10^{-3}$, and more than $3\sigma$ below it $4.3\times10^{-4}$. A normal law would give $1.35\times10^{-3}$ on each side. A modest skewness thus makes the two tails differ by a factor of six.

## (c) Does the asymmetry come from the dopants' depths or from their number?

**Solution.** Separate the two sources by writing, in units of $a$,

$$\frac Sa-\frac\lambda2=\frac{D}{2}+R,\qquad D=N-\lambda,\qquad R=\sum_{i=1}^N\left(u_i-\tfrac12\right).$$

At fixed $N$, $R$ is a sum of independent variables distributed symmetrically about zero, each of variance $1/12$. Hence $E[R|N]=E[R^3|N]=0$ and $E[R^2|N]=N/12$. With a fixed number of dopants the skewness is zero and the variance is $N/12$.

Now let $N$ fluctuate. A Poisson number has $E[D^2]=E[D^3]=\lambda$, and $E[DN]=E[D^2]=\lambda$. The variance is

$$\frac{E[D^2]}4+E[R^2]=\frac\lambda4+\frac\lambda{12}=\frac\lambda3 .$$

In the third moment the terms with odd powers of $R$ vanish, leaving

$$\frac{E[D^3]}{8}+3E\!\left[\frac D2R^2\right]=\frac\lambda8+3\cdot\frac{E[DN]}{24}=\frac\lambda8+\frac\lambda8=\frac\lambda4 .$$

Half of the third cumulant is the skewness of the number itself. The other half arises because samples with more dopants also have a larger scatter from depth. Both halves need a fluctuating number. Random samples with exactly 48 dopants have skewness $-0.0003$, zero within sampling error, and 0.250 of the Poisson variance.

## (d) Remove the plane, so that a uniformly doped body has a free depletion edge. Does the result of (b) survive?

**Solution.** Let $n(x)=n_0(x)+\xi(x)$ be the number of dopants per unit depth, with mean $n_0$ and fluctuation $\xi$. The body is taken to be depleted down to a flat edge at $w$, where the averaged potential and field both vanish. Multiplying Poisson's equation by $x$ and integrating,

$$\int_0^wx\psi''dx=\big[x\psi'\big]_0^w-\int_0^w\psi'dx=\psi_s
\;\;\Rightarrow\;\;\int_0^wx\,n\,dx=P\equiv\frac{\varepsilon A\psi_s}{q}.$$

The surface field is $F=qM/\varepsilon A$, where $M=\int_0^wn\,dx$ is the number of depleted dopants. The threshold shift from its mean-doping value is thus $a(M-M_0)$, where the subscript 0 refers to $\xi=0$.

Let $w_0$ be the edge for $\xi=0$, and $w=w_0+\delta$. Using the constraint, write

$$M=\int_0^w\left(1-\frac x{w_0}\right)n\,dx+\frac P{w_0}.$$

Subtract the same expression at $\xi=0$. With $n_e=n_0(w_0)$, and neglecting $\xi$ in the thin strip between $w_0$ and $w$,

$$M-M_0\simeq L-\frac{n_e\delta^2}{2w_0},\qquad L=\int_0^{w_0}\left(1-\frac x{w_0}\right)\xi\,dx .$$

The linear weight reappears in $L$. The constraint to first order is $B+n_ew_0\delta=0$ with $B=\int_0^{w_0}x\,\xi\,dx$, so

$$M-M_0\simeq L-cB^2,\qquad c=\frac1{2n_ew_0^3}.$$

For $\lambda$ dopants, now counted down to $w_0$, $L$ is of order $\sqrt\lambda$ and $cB^2$ of order 1. The neglected strip noise is of order $\lambda^{-1/4}$. The quadratic term therefore does not affect the leading variance. In the third central moment, however, it enters as

$$-3c\left(E[L^2B^2]-E[L^2]E[B^2]\right)\simeq-6cC^2=-\frac{3C^2}{n_ew_0^3},\qquad C=E[LB].$$

At leading order the fluctuations are Gaussian, for which the bracket equals $2C^2$. As $C/w_0$ is of order $\lambda$, this term is of order $\lambda$, the same as $\kappa_3$ of $L$, and it cannot be dropped.

For uniform doping $n_0=n_e=\lambda/w_0$. Poisson noise obeys $E[\xi(x)\xi(x')]=n_0\,\delta(x-x')$, with a delta function on the right, so

$$C=\frac\lambda{w_0}\int_0^{w_0}x\left(1-\frac x{w_0}\right)dx=\frac{\lambda w_0}6,\qquad
\frac{3C^2}{n_ew_0^3}=\frac{3\lambda^2w_0^2/36}{\lambda w_0^2}=\frac\lambda{12}.$$

The third cumulant becomes $\lambda/4-\lambda/12=\lambda/6$, and

$$\gamma=\frac{\lambda/6}{(\lambda/3)^{3/2}}=\frac{\sqrt3}{2}\frac1{\sqrt\lambda}\approx\frac{0.866}{\sqrt\lambda}.$$

The coefficient 1.30 thus belongs to a pinned depth, or to a threshold shift defined as the linear response alone. The sign of the change can be seen from a uniform rise in density: $P=nw^2/2$ and $M=nw$ give $M=\sqrt{2Pn}$, which is concave. Extra dopants pull the edge in, which compresses the upper tail. Random dopant sequences with $\lambda=48$, each with its own edge solved from the constraint, give a coefficient of 0.873.

With the example's doping, gate area and band bending held fixed, removing the plane gives $w_0=25.4$ nm and $\lambda=81.4$. The skewness is then $0.866/\sqrt{81.4}=0.096$, about half the value with the rigid plane. Both the smaller coefficient and the larger number contribute.

## (e) How rigid is a plane doped to $2\times10^{19}$ cm$^{-3}$?

**Solution.** The formula of (d) also covers a step in doping. Let $r=10$ be the ratio of plane to layer doping, $e=w_0/d$, and let $\lambda=48$ again count the layer alone. The constraint at $\xi=0$ is

$$\frac{\lambda d}{2}\left[1+r(e^2-1)\right]=P=\frac{\lambda d}{2}\left(\frac{w_f}{d}\right)^2,$$

where $w_f=25.43$ nm is the depletion depth without a plane. Hence $e^2=1+[(25.43/15)^2-1]/10=1.187$ and $e=1.090$: depletion reaches 1.34 nm into the plane.

With $s=x/d$ and $\eta=1-1/e$, integrating over layer and plane gives

$$\frac{\kappa_2}{\lambda a^2}=\int_0^1\!\left(1-\frac se\right)^2ds+r\!\int_1^e\!\left(1-\frac se\right)^2ds=\frac e3\left[1+(r-1)\eta^3\right]=0.365 .$$

The same integral with a cube gives $\frac e4[1+(r-1)\eta^4]=0.2725$ for the linear part of the third cumulant. For the covariance, take density $r$ everywhere and subtract the excess in the layer:

$$\frac C{\lambda d}=\frac{re^2}6-(r-1)\left(\frac12-\frac1{3e}\right)=0.232 .$$

Since $n_e=r\lambda/d$, the quadratic term is $-3(0.232)^2/(re^3)=-0.0125$. The coefficient is

$$\gamma\sqrt\lambda=\frac{0.2725-0.0125}{0.365^{3/2}}\approx1.18,$$

and solved random sequences give 1.17. The skewness is 0.170, which is 9% below the rigid-plane value, and the standard deviation is 14.6 mV.

As $r\to\infty$ at fixed $\psi_s$, $r(e^2-1)$ stays constant, so $e\to1$ and $r\eta^3\to0$. The covariance tends to $\lambda d/6$, and the quadratic term vanishes as $1/(12r)$. The coefficient returns to 1.299, which the formula reproduces to four digits at $r=10^5$.

## (f) What do these numbers mean for a real transistor?

**Solution.** The parameters are rough typical values for a planar bulk transistor with a retrograde, or ground-plane, channel; the plane doping is towards the high end. The finite doping of the real plane lowers the skewness by the 9% found in (e). Its edge is also blurred over a Debye length of 0.91 nm, about 6% of the layer depth but not small beside the 1.34 nm of depletion in (e). With Boltzmann holes at 300 K in place of a sharp edge, the skewness becomes 0.1685 instead of 0.170, a drop of 10%. At this doping the holes are close to degenerate, and Fermi statistics lengthen the screening length to about 1.0 to 1.1 nm. A real doping profile is not a perfect step, and its depth distribution changes the moments in (b).

The largest sized correction to the spread is quantum confinement. In a triangular well of field $F$ the lowest electron level $E_1\propto F^{2/3}$ adds $E_1/q$ to the surface potential needed at threshold. Its slope is the mean distance of the electrons from the oxide, $z=d(E_1/q)/dF=2E_1/(3qF)$. At $F=0.88$ MV/cm and a normal mass of 0.92 electron masses, $z=1.21$ nm. This counts the lowest level alone. At 300 K the higher levels and the four valleys of normal mass 0.19 hold several per cent of the electrons, which raises the mean distance to about 1.27 nm and the factor 1.34 below to 1.35. If the reaction of this extra band bending on $F$ itself is left out, the threshold varies with $F$ at the rate $g'=\varepsilon/C_{\rm ox}+z=3.6+1.21$ nm instead of 3.6 nm. Applied to every dopant, this rate raises the standard deviation by a factor 1.34, to about 19 mV. A dopant lying within the electron layer raises the field only above itself, so its effect is smaller and the factor is slightly overstated. The reaction left out works the other way and would add to the spread. By (d), a small change of $\psi_s$ changes $F$ by $1/w_0$ times as much, so the extra potential raises $F$ by about $E_1/(qw_0)$. With $w_0=16.3$ nm this enlarges the spread by a further factor of about $1/(1-z/w_0)=1.08$.

A constant factor leaves $\gamma$ unchanged, but the slope falls with field: $g''=dz/dF=-z/(3F)$. By the rule of (d), with $L$ in place of $B$ and $-c$ replaced by $g''/2g'$, the skewness changes by

$$\frac{3g''\sigma_F}{g'}=-\frac z{g'}\frac{\sigma_F}F=-\frac{1.21}{4.81}\times0.046\approx-0.012 .$$

Here $\sigma_F/F$ is the relative spread of the depleted charge, 4.19 dopants out of 91. With the same reaction left out, this would bring 0.170 to about 0.16. The reaction, and the smaller effect of dopants within the electron layer, would each lower it slightly further.

Two further assumptions are weaker. One dopant at half the mean spacing of 7.9 nm produces an unscreened potential of 31 mV, comparable with the thermal voltage of 25.9 mV. The gate and the plane screen part of this, but many dopants contribute at once. The current therefore follows an uneven surface, and a threshold read from current need not equal the one defined by the average potential. Source and drain also collect part of the dopants' field. Taking $d/\pi$ as its lateral range, they influence roughly a quarter of the gate length; field penetration into the oxide lengthens the range and makes this share somewhat larger. Neither effect on $\gamma$ has been calculated here, so 0.15 to 0.16 is a rough estimate for the averaged-potential threshold, not a prediction of measured skewness.

The fields limit the design as well. The equivalent oxide field is already 2.6 MV/cm at threshold and rises further as the transistor is turned on. A real silicon dioxide film of 1.2 nm would leak by direct tunnelling; a thicker film of higher permittivity reduces this. If the plane touched a drain doped to $10^{20}$ cm$^{-3}$, the unbiased junction field would be about 2.4 MV/cm in the depletion approximation, high enough for strong interband tunnelling once the drain is biased. For these dopings the plane has to be kept clear of the drain. The computed values are collected in the numerical output.

## Values computed for the example and the checks

```
gate side 40 nm, equivalent oxide 1.2 nm
layer depth 15 nm, doping 2.0e+18 cm^-3
plane doping 2.0e+19 cm^-3
band bending 1.0 V, temperature 300 K
relative permittivity: Si 11.7, oxide 3.9
oxide capacitance 2.878 uF/cm^2
mean dopant number 48.00
shift per surface dopant 3.480 mV
depth 0.0 nm: 3D shift 3.4798 mV, linear 3.4798 mV
depth 3.0 nm: 3D shift 2.7839 mV, linear 2.7839 mV
depth 7.5 nm: 3D shift 1.7399 mV, linear 1.7399 mV
depth 12.0 nm: 3D shift 0.6960 mV, linear 0.6960 mV
rigid plane: mean shift 83.52 mV
rigid plane: standard deviation 13.92 mV
rigid plane: skewness coefficient 1.2990
rigid plane: skewness 0.1875
skewness from full distribution 0.1875
probability above +3 sigma 2.600e-03
probability below -3 sigma 4.315e-04
normal law, one side 1.350e-03
fixed number: sampled skewness -0.0003
fixed number: variance/Poisson variance 0.2496
free edge: coefficient 0.8660, sampled 0.873
same doping, no plane: depletion depth 25.43 nm
same doping, no plane: mean number 81.37
same doping, no plane: skewness 0.0960
real plane: doping ratio 10.0
real plane: depletion into plane 1.34 nm
real plane: coefficient 1.1790, sampled 1.170
real plane: skewness 0.1702
real plane: standard deviation 14.57 mV
plane doping ratio 1e5: coefficient 1.2990
surface field 0.880 MV/cm
oxide field 2.64 MV/cm
normal electron mass 0.92 electron masses
inversion-layer centroid 1.21 nm
quantum factor on standard deviation 1.337
quantum change of skewness -0.0116, sampled -0.0115
Debye length in plane 0.91 nm
mean dopant spacing 7.94 nm
one-dopant potential at half spacing 31.0 mV
thermal voltage 25.85 mV
gate length shared with source and drain, roughly 0.24
drain doping 1.0e+20 cm^-3, junction potential 1.1 V
junction field if plane meets drain 2.38 MV/cm
```
